**Hump of a uniform component driven by a step in another**

For the diffusivity matrix \([[D_{11},D_{12}],[0,D_{22}]]\), an initially uniform \(c_1\) becomes \(c_{10}+(\alpha\Delta/2)[\operatorname{erf}(x/2\sqrt{D_{22}t})-\operatorname{erf}(x/2\sqrt{D_{11}t})]\). Here \(\Delta\) is the step of \(c_2\) (right minus left) and \(\alpha=D_{12}/(D_{22}-D_{11})\). The program solves the coupled equations by finite volumes and asserts agreement with the formulas for the profile, hump height and position, uphill zone, central flux and amount carried across. Further assertions cover the side of the hump, the exchange of the two diffusivities, the equal-diffusivity limit, thermodynamic admissibility and the series for a closed couple. In the example the numerical height is 0.003236 at both 25 h and 100 h, equal to the formula at the printed digits. The largest profile error at 100 h within 100 µm of the joint is 1.6e-06 in atomic fraction. In a closed couple of half-length 200 µm the rise at the wall reaches 0.004841, about 1.5 times the infinite-couple height, before it decays.

## Check in Python

```python
"""
Result under test: hump of an initially uniform component 1 driven by a step
of component 2, for the diffusivity matrix [[D11, D12], [0, D22]]:
  c1 - c10 = (alpha*step/2) * [erf(x/2sqrt(D22 t)) - erf(x/2sqrt(D11 t))],
  alpha = D12/(D22 - D11),  step = c2(right) - c2(left).
Its extrema sit at x = +-lam*sqrt(t) and have constant height in an infinite
couple. In a closed couple of half-length ell the hump finally decays.
Lengths in micrometres, times in hours, concentrations as atomic fractions.
The reference is a finite-volume solution of the coupled equations.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.special import erf


def generator(D, n_cells, dx):
    """Rate matrix of the coupled finite-volume equations, closed ends."""
    lap = (np.diag(-2.0 * np.ones(n_cells)) + np.diag(np.ones(n_cells - 1), 1)
           + np.diag(np.ones(n_cells - 1), -1))
    lap[0, 0] = lap[-1, -1] = -1.0
    return np.kron(D, lap / dx**2)


def cell_centres(half_length, dx):
    n_cells = int(round(2 * half_length / dx))
    return (np.arange(n_cells) + 0.5) * dx - half_length


def start_state(x, step):
    """Deviation of c1 (zero) followed by deviation of c2 (step)."""
    return np.concatenate([np.zeros_like(x), 0.5 * step * np.sign(x)])


def refined_peak(x, y):
    """Largest value of sampled y by a parabola through three points."""
    i = int(np.argmax(y))
    assert 0 < i < len(y) - 1
    slope = 0.5 * (y[i + 1] - y[i - 1])
    curv = y[i + 1] - 2 * y[i] + y[i - 1]
    return x[i] - slope / curv * (x[1] - x[0]), y[i] - slope**2 / (2 * curv)


def hump_profile(x, t, D11, D22, D12, step):
    alpha = D12 / (D22 - D11)
    return 0.5 * alpha * step * (erf(x / (2 * np.sqrt(D22 * t)))
                                 - erf(x / (2 * np.sqrt(D11 * t))))


def hump_law(D11, D22, D12, step):
    """Return lam (position/sqrt(t)) and height of the hump."""
    if D11 == D22:
        return (np.sqrt(2 * D11),
                abs(D12 * step) / (2 * D11 * np.sqrt(2 * np.pi * np.e)))
    lam = np.sqrt(2 * D11 * D22 * np.log(D22 / D11) / (D22 - D11))
    return lam, abs(hump_profile(lam, 1.0, D11, D22, D12, step))


# ---------------- worked example: parameters and derived numbers -----------
D11, D22, D12 = 25.0, 1.0, 6.0
c10, c2_left, c2_right = 0.02, 0.03, 0.07
ell, dx = 200.0, 1.0
step = c2_right - c2_left
D = np.array([[D11, D12], [0.0, D22]])
alpha = D12 / (D22 - D11)
bound = abs(alpha * step / 2)
lam, height = hump_law(D11, D22, D12, step)

# ---------------- numerical solution of the coupled equations --------------
x = cell_centres(ell, dx)
n = len(x)
P5 = expm(5.0 * generator(D, n, dx))
P25 = np.linalg.matrix_power(P5, 5)
P100 = np.linalg.matrix_power(P25, 4)
start = start_state(x, step)
state25, state100 = P25 @ start, P100 @ start
near = np.abs(x) < 100.0   # region not yet reached by the walls at 100 h

# full profile, hump height and position at two times
error100 = np.max(np.abs(state100[:n] - hump_profile(
    x, 100.0, D11, D22, D12, step))[near])
assert error100 < 1e-5
pos25, high25 = refined_peak(x, state25[:n])
pos100, high100 = refined_peak(x, state100[:n])
assert abs(high25 / height - 1) < 0.01 and abs(high100 / height - 1) < 0.004
assert abs(pos25 + lam * 5) < 0.3 and abs(pos100 + lam * 10) < 0.3

# at a fixed point the disturbance rises and falls
i_probe = int(np.argmin(np.abs(x + 20.5)))
times_probe = 5.0 * np.arange(1, 41)
record, state = [], start.copy()
for _ in times_probe:
    state = P5 @ state
    record.append(state[i_probe])
t_probe_num, _ = refined_peak(times_probe, np.array(record))
t_probe = (x[i_probe] / lam)**2
assert abs(t_probe_num / t_probe - 1) < 0.03

# uphill zone, sign of the flux, central flux, amount carried across
faces = 0.5 * (x[1:] + x[:-1])
grad1 = np.diff(state100[:n]) / dx
grad2 = np.diff(state100[n:]) / dx
flux1 = -D11 * grad1 - D12 * grad2
xm100 = lam * 10.0
inside = np.abs(faces) < xm100 - 1
outside = (np.abs(faces) > xm100 + 1) & (np.abs(faces) < 100)
assert np.all(flux1[np.abs(faces) < 100] < 0)
assert np.all(flux1[inside] * grad1[inside] > 0)
assert np.all(flux1[outside] * grad1[outside] < 0)
root_sum = np.sqrt(D11) + np.sqrt(D22)
flux_centre = -D12 * step / (2 * np.sqrt(np.pi * 100.0) * root_sum)
carried = abs(D12 * step) * np.sqrt(100.0) / (np.sqrt(np.pi) * root_sum)
flux_centre_num = flux1[n // 2 - 1]
carried_num = np.sum(state100[:n][x < 0]) * dx
assert abs(flux_centre_num / flux_centre - 1) < 0.005
assert abs(carried_num / carried - 1) < 0.005

# ---------------- other matrices: sign rule, exchange, equal diagonal ------
xs = cell_centres(100.0, dx)
profiles = {}
for a, b, c in [(1., 4., 1.5), (4., 1., 1.5), (4., 1., -1.5), (2., 2., 1.)]:
    A = generator(np.array([[a, c], [0.0, b]]), len(xs), dx)
    y = (expm(50.0 * A) @ start_state(xs, step))[:len(xs)]
    profiles[(a, b, c)] = y
    lam_case, height_case = hump_law(a, b, c, step)
    pos, high = refined_peak(xs, y)
    assert abs(high / height_case - 1) < 0.01
    assert abs(pos + np.sign(c * step) * lam_case * np.sqrt(50.0)) < 0.3
assert np.allclose(profiles[(1., 4., 1.5)], profiles[(4., 1., 1.5)],
                   rtol=0, atol=1e-10)
equal_profile = (-1.0 * step / (4 * np.sqrt(np.pi) * 2.0)
                 * xs / np.sqrt(100.0) * np.exp(-xs**2 / 400.0))
assert np.max(np.abs(profiles[(2., 2., 1.)] - equal_profile)) < 1e-5

# ---------------- thermodynamic admissibility ------------------------------
# D = L S^-1: L mobility matrix, S = dc/dmu, both symmetric and positive
d11, d22, d12, s11, s12, s22 = sp.symbols("d11 d22 d12 s11 s12 s22")
mobility = (sp.Matrix([[d11, d12], [0, d22]])
            * sp.Matrix([[s11, s12], [s12, s22]]))
asymmetry = sp.expand(mobility[0, 1] - mobility[1, 0])
s12_needed = sp.solve(asymmetry, s12)[0]
assert sp.simplify(s12_needed - d12 * s22 / (d22 - d11)) == 0
assert sp.simplify(asymmetry.subs(d22, d11) - d12 * s22) == 0
for ratio, stable in [(2.0, True), (0.5, False)]:
    S = np.array([[ratio * alpha**2, alpha], [alpha, 1.0]])
    L = D @ S
    assert np.allclose(L, L.T)
    assert (np.linalg.eigvalsh(S)[0] > 0) == stable
    assert (np.linalg.eigvalsh(L)[0] > 0) == stable
    G = np.linalg.inv(S)   # dmu/dc; dmu1 = 0 fixes dc1/dc2
    assert abs(-G[0, 1] / G[0, 0] - alpha) < 1e-10

# ---------------- closed couple: growth at the wall, reversal, decay -------
odd = 2 * np.arange(300) + 1
k = odd * np.pi / (2 * ell)


def mode_difference(t):
    return 4 / (np.pi * odd) * (np.exp(-D22 * k**2 * t)
                                - np.exp(-D11 * k**2 * t))


def closed_rise(position, t):
    return 0.5 * alpha * step * np.sum(np.sin(k * position)
                                       * mode_difference(t))


def closed_amount(t):
    """Excess of component 1 in the left half."""
    return -0.5 * alpha * step * np.sum(mode_difference(t) / k)


times = 100.0 * np.arange(1, 201)
history, state = [], start.copy()
for _ in times:
    state = P100 @ state
    history.append(state[:n].copy())
history = np.array(history)
wall_num = history[:, 0]
amount_num = history[:, x < 0].sum(axis=1) * dx
assert np.max(np.abs(wall_num - [closed_rise(x[0], t) for t in times])) < 1e-5
assert np.max(np.abs(amount_num / [closed_amount(t) for t in times] - 1)) < 0.005

wall_fit = minimize_scalar(lambda t: -closed_rise(-ell, t) / bound,
                           bounds=(200, 15000), method="bounded")
amount_fit = minimize_scalar(lambda t: -closed_amount(t),
                             bounds=(200, 15000), method="bounded")
t_wall, wall_max = wall_fit.x, -wall_fit.fun * bound
t_reverse, amount_max = amount_fit.x, -amount_fit.fun
i_time, i_place = np.unravel_index(np.argmax(history), history.shape)
assert i_place == 0 and abs(times[i_time] - t_wall) <= 150
assert abs(history.max() - wall_max) < 1e-5
assert height < wall_max < bound
assert abs(times[np.argmax(amount_num)] - t_reverse) <= 150
rate = min(D11, D22) * np.pi**2 / (4 * ell**2)
rate_num = np.log(wall_num[-2] / wall_num[-1]) / 100.0
assert abs(rate_num / rate - 1) < 0.005

# ---------------- printed numbers ------------------------------------------
print(f"D11, D22, D12 = {D11:g}, {D22:g}, {D12:g} um^2/h")
print(f"c10 = {c10:g}, c2 left = {c2_left:g}, c2 right = {c2_right:g}")
print(f"step of c2 = {step:.3f} (atomic fraction)")
print(f"alpha = {alpha:.4f} (dimensionless)")
print(f"|alpha*step/2| = {bound:.5f} (atomic fraction)")
print(f"lam^2 = {lam**2:.4f} um^2/h, lam = {lam:.4f} um/h^0.5")
arg2, arg1 = lam / (2 * np.sqrt(D22)), lam / (2 * np.sqrt(D11))
print(f"erf argument with D22 = {arg2:.4f}, erf = {erf(arg2):.4f}")
print(f"erf argument with D11 = {arg1:.4f}, erf = {erf(arg1):.4f}")
print(f"hump height, formula = {height:.6f} (atomic fraction)")
print(f"c1 at hump = {c10 + height:.6f}, at dip = {c10 - height:.6f}")
print(f"hump position, formula: 25 h {-lam*5:.2f} um, 100 h {-xm100:.2f} um")
print(f"hump position, numerical: 25 h {pos25:.2f} um, 100 h {pos100:.2f} um")
print(f"hump height, numerical: 25 h {high25:.6f}, 100 h {high100:.6f}")
print(f"largest profile error at 100 h, |x|<100 um = {error100:.1e}")
for place in (-100.0, -50.0, -10.0, 0.0, 10.0, 50.0, 100.0):
    value = c10 + hump_profile(place, 100.0, D11, D22, D12, step)
    print(f"c1 at x = {place:g} um, 100 h = {value:.6f}")
print(f"fixed point x = {x[i_probe]:.1f} um: peak time formula "
      f"{t_probe:.1f} h, numerical {t_probe_num:.1f} h")
print(f"central flux J1 at 100 h: formula {flux_centre:.4e}, "
      f"numerical {flux_centre_num:.4e} um/h")
print(f"amount carried by 100 h: formula {carried:.5f}, "
      f"numerical {carried_num:.5f} um")
print(f"equal-diffusivity height factor 1/(2 sqrt(2 pi e)) = "
      f"{1/(2*np.sqrt(2*np.pi*np.e)):.5f}")
print(f"stability needs S11/S22 > alpha^2 = {alpha**2:.4f}")
print(f"closed couple half-length = {ell:g} um")
print(f"largest rise at wall = {wall_max:.6f} at {t_wall:.0f} h "
      f"({t_wall/24:.0f} days)")
print(f"largest rise / infinite-couple height = {wall_max/height:.3f}")
print(f"central flux reverses at {t_reverse:.0f} h, "
      f"amount then = {amount_max:.4f} um")
print(f"final decay rate: formula {rate:.4e}, numerical {rate_num:.4e} 1/h")
print(f"final decay time = {1/rate:.0f} h ({1/rate/24:.0f} days)")
print(f"rise at wall after 20000 h = {closed_rise(-ell, 20000.0):.6f}")
print("all good")
```

It prints:

```
D11, D22, D12 = 25, 1, 6 um^2/h
c10 = 0.02, c2 left = 0.03, c2 right = 0.07
step of c2 = 0.040 (atomic fraction)
alpha = -0.2500 (dimensionless)
|alpha*step/2| = 0.00500 (atomic fraction)
lam^2 = 6.7060 um^2/h, lam = 2.5896 um/h^0.5
erf argument with D22 = 1.2948, erf = 0.9329
erf argument with D11 = 0.2590, erf = 0.2858
hump height, formula = 0.003236 (atomic fraction)
c1 at hump = 0.023236, at dip = 0.016764
hump position, formula: 25 h -12.95 um, 100 h -25.90 um
hump position, numerical: 25 h -12.93 um, 100 h -25.89 um
hump height, numerical: 25 h 0.003236, 100 h 0.003236
largest profile error at 100 h, |x|<100 um = 1.6e-06
c1 at x = -100 um, 100 h = 0.020786
c1 at x = -50 um, 100 h = 0.022395
c1 at x = -10 um, 100 h = 0.022040
c1 at x = 0 um, 100 h = 0.020000
c1 at x = 10 um, 100 h = 0.017960
c1 at x = 50 um, 100 h = 0.017605
c1 at x = 100 um, 100 h = 0.019214
fixed point x = -20.5 um: peak time formula 62.7 h, numerical 62.9 h
central flux J1 at 100 h: formula -1.1284e-03, numerical -1.1282e-03 um/h
amount carried by 100 h: formula 0.22568, numerical 0.22570 um
equal-diffusivity height factor 1/(2 sqrt(2 pi e)) = 0.12099
stability needs S11/S22 > alpha^2 = 0.0625
closed couple half-length = 200 um
largest rise at wall = 0.004841 at 2889 h (120 days)
largest rise / infinite-couple height = 1.496
central flux reverses at 1924 h, amount then = 0.7108 um
final decay rate: formula 6.1685e-05, numerical 6.1676e-05 1/h
final decay time = 16211 h (675 days)
rise at wall after 20000 h = 0.001854
all good
```
